# When Two Selectively Coated Pads Grow Together: verification in Python

```python
# Result under test: two pads a distance s apart, coated by a film whose every
# exposed surface advances by g per cycle, first touch after N = s/(2 g) cycles.
# After contact the film height midway is sqrt((g N)^2 - (s/2)^2).
# s: initial edge-to-edge gap (nm); g: growth per cycle (nm).
# The simulation knows only the local rule: in each cycle every film point
# spreads by a disc of radius g; the surface between the pads grows nothing.
import math
import numpy as np
from scipy.constants import N_A

s = 20.0
g = 0.10
COLUMNS_PER_G = 40                 # grid columns in one growth step
dx = g / COLUMNS_PER_G             # column spacing, nm
PAD = 80                           # columns kept on each pad


def simulate(gap, cycles, left_start=0, right_start=0, nucleus=None,
             reach=COLUMNS_PER_G):
    """Return first cycle with no open column, and midplane heights by cycle.

    A start of None means that the pad never grows. nucleus = (position in nm
    from the left edge, number of cycles before it forms). reach is the
    sideways advance per cycle in columns.
    """
    gap_columns = round(gap / dx)
    size = gap_columns + 2 * PAD + 1
    right_edge = PAD + gap_columns
    middle = PAD + gap_columns // 2
    height = np.full(size, -np.inf)          # -inf marks a column without film
    offsets = np.arange(-reach, reach + 1)
    lifts = g * np.sqrt(1.0 - (offsets / reach) ** 2)
    closing_cycle = None
    middle_height = [-np.inf]
    for done in range(cycles):
        if left_start is not None and done == left_start:
            height[:PAD + 1] = np.maximum(height[:PAD + 1], 0.0)
        if right_start is not None and done == right_start:
            height[right_edge:] = np.maximum(height[right_edge:], 0.0)
        if nucleus is not None and done == nucleus[1]:
            column = PAD + round(nucleus[0] / dx)
            height[column] = max(height[column], 0.0)
        padded = np.full(size + 2 * reach, -np.inf)
        padded[reach:reach + size] = height
        grown = height.copy()
        for offset, lift in zip(offsets, lifts):
            first = reach + offset
            np.maximum(grown, padded[first:first + size] + lift, out=grown)
        height = grown
        middle_height.append(height[middle])
        covered = np.all(np.isfinite(height[PAD:right_edge + 1]))
        if closing_cycle is None and covered:
            closing_cycle = done + 1
    return closing_cycle, middle_height


def contact_cycle(gap, rate):
    return gap / (2.0 * rate)


def joined_height(cycles):
    return math.sqrt(max(0.0, (g * cycles) ** 2 - (s / 2) ** 2))


# Main result and shape of the joined film
N_contact = contact_cycle(s, g)
closed, mid = simulate(s, 125)
assert abs(closed - N_contact) < 1e-9
assert not np.isfinite(mid[99])              # still open one cycle earlier
assert abs(mid[100]) < 1e-9                  # contact is at the foot only
for n in (105, 110, 125):                    # tolerance: disc drawn as polygon
    assert abs(mid[n] - joined_height(n)) < 0.03

# Only one pad grows
one_sided, _ = simulate(s, 205, right_start=None)
assert abs(one_sided - s / g) < 1e-9

# One pad starts late
delay = 10
late, _ = simulate(s, 110, right_start=delay)
N_late = N_contact + delay / 2
assert abs(late - N_late) < 1e-9

# Sideways growth slower than vertical growth
ratio = 0.8
slow, _ = simulate(s, 130, reach=round(ratio * COLUMNS_PER_G))
N_slow = contact_cycle(s, ratio * g)
assert abs(slow - N_slow) < 1e-9

# Locally narrower gap
narrowing = 2.0
narrow, _ = simulate(s - narrowing, 95)
N_narrow = contact_cycle(s - narrowing, g)
assert abs(narrow - N_narrow) < 1e-9

# Stray nuclei in the gap
nucleus_delay = 20
early, _ = simulate(s, 60, nucleus=(s / 2, 0))
later, _ = simulate(s, 70, nucleus=(s / 2, nucleus_delay))
off_position = 5.0
off_centre, _ = simulate(s, 85, nucleus=(off_position, 0))
N_early = s / (4 * g)
N_later = s / (4 * g) + nucleus_delay / 2
N_off = contact_cycle(max(off_position, s - off_position), g)
assert abs(early - N_early) < 1e-9
assert abs(later - N_later) < 1e-9
assert abs(off_centre - N_off) < 1e-9

# Limits of the continuum picture, from rough typical values
density = 3.0                     # g/cm3, deposited aluminium oxide
molar_mass = 102.0                # g/mol, Al2O3
precursor_size = 0.7              # nm
unit_volume = molar_mass / 2 / (density * N_A) * 1e21   # nm3 per AlO1.5
layer = unit_volume ** (1 / 3)
N_molecule = (s - precursor_size) / (2 * g)

# Stopping point that preserves a chosen opening
kept_opening = 5.0
N_stop = (s - kept_opening) / (2 * g)

print(f"initial gap: {s:.1f} nm")
print(f"growth per cycle, each surface: {g:.2f} nm")
print(f"gap closing rate: {2 * g:.2f} nm per cycle")
for n in (0, 25, 50, 75, 99, 100):
    print(f"opening after {n} cycles: {s - 2 * g * n:.2f} nm")
print(f"contact, formula: {N_contact:.0f} cycles")
print(f"contact, simulation: {closed} cycles")
print(f"film thickness on pads at contact: {g * N_contact:.1f} nm")
print(f"contact if only one pad grows, simulation: {one_sided} cycles")
for n in (100, 105, 110, 125):
    print(f"cycle {n}: pad film {g * n:.1f} nm, midway formula "
          f"{joined_height(n):.2f} nm, simulation {mid[n]:.2f} nm")
print(f"opening to be kept: {kept_opening:.1f} nm")
print(f"last allowed cycle for it: {N_stop:.0f} cycles")
print(f"film thickness then: {g * N_stop:.1f} nm")
print(f"one pad late by {delay} cycles: contact at {late} cycles")
print(f"sideways/vertical rate {ratio:.1f}: contact at {slow} cycles")
print(f"gap narrower by {narrowing:.1f} nm: contact at {narrow} cycles")
print(f"central nucleus from the start: contact at {early} cycles")
print(f"central nucleus after {nucleus_delay} cycles: "
      f"contact at {later} cycles")
print(f"nucleus {off_position:.1f} nm from one edge, from the start: "
      f"contact at {off_centre} cycles")
print(f"rough precursor size: {precursor_size:.1f} nm")
print(f"opening equals precursor size at: {N_molecule:.1f} cycles")
print(f"rough film density: {density:.1f} g/cm3")
print(f"mean atomic layer thickness: {layer:.2f} nm")
print(f"layers deposited per cycle: {g / layer:.2f}")
print("all good")
```

It prints:

```
initial gap: 20.0 nm
growth per cycle, each surface: 0.10 nm
gap closing rate: 0.20 nm per cycle
opening after 0 cycles: 20.00 nm
opening after 25 cycles: 15.00 nm
opening after 50 cycles: 10.00 nm
opening after 75 cycles: 5.00 nm
opening after 99 cycles: 0.20 nm
opening after 100 cycles: 0.00 nm
contact, formula: 100 cycles
contact, simulation: 100 cycles
film thickness on pads at contact: 10.0 nm
contact if only one pad grows, simulation: 200 cycles
cycle 100: pad film 10.0 nm, midway formula 0.00 nm, simulation 0.00 nm
cycle 105: pad film 10.5 nm, midway formula 3.20 nm, simulation 3.19 nm
cycle 110: pad film 11.0 nm, midway formula 4.58 nm, simulation 4.57 nm
cycle 125: pad film 12.5 nm, midway formula 7.50 nm, simulation 7.50 nm
opening to be kept: 5.0 nm
last allowed cycle for it: 75 cycles
film thickness then: 7.5 nm
one pad late by 10 cycles: contact at 105 cycles
sideways/vertical rate 0.8: contact at 125 cycles
gap narrower by 2.0 nm: contact at 90 cycles
central nucleus from the start: contact at 50 cycles
central nucleus after 20 cycles: contact at 60 cycles
nucleus 5.0 nm from one edge, from the start: contact at 75 cycles
rough precursor size: 0.7 nm
opening equals precursor size at: 96.5 cycles
rough film density: 3.0 g/cm3
mean atomic layer thickness: 0.30 nm
layers deposited per cycle: 0.33
all good
```
